\section*{Balancing 4:3 and 5:4 domains in TiN on Si(001)}

\section*{Problem}

A TiN film grows cube-on-cube on Si(001): the cube axes of film and substrate are parallel. The lattice constants are $a_f=4.24$ angstrom for TiN and $a_s=5.43$ angstrom for Si. One TiN cell is far too short to match one Si cell, but groups of cells nearly match. In a 4:3 domain, 4 TiN cells lie on 3 Si cells; in a 5:4 domain, 5 lie on 4.

Consider one in-plane cube axis; the other is equivalent. The substrate is rigid. Mismatch means (natural film length $-$ substrate length)/substrate length, so it is positive when the film is too long. Let $x$ be the fraction of domains, counted by number, that are 4:3.

\begin{enumerate}
\item[(a)] Find the length excess and the mismatch of each domain. For which ratios $r=a_s/a_f$ can a mixture of the two have zero average mismatch?
\item[(b)] Find the $x$ that makes the average mismatch vanish. What share of the silicon length do the 4:3 domains then cover?
\item[(c)] What results if the two percentage mismatches are averaged with the weights $x$ and $1-x$, and what does that number mean?
\item[(d)] Lay the two lattices side by side without straining either. Which domains appear, in what proportion, and how does the order of the domains matter?
\item[(e)] Does the mixture also reduce the local strain, compared with 5:4 domains alone?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Compare lengths before forming percentages. Two excesses can cancel if their signs differ.
\item[(b)] An average mismatch over a long interface is a ratio of total lengths.
\item[(c)] The two domains do not have the same length.
\item[(d)] Mark the left edge of every TiN cell. Some Si cells contain two marks. Follow the distance from the left edge of a Si cell to its first mark.
\item[(e)] A mean can vanish while the mean square does not.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The two domains}

The length excesses, film minus substrate, are
\begin{align}
d_1&=4a_f-3a_s=16.96-16.29=+0.67\ \text{angstrom},\\
d_2&=5a_f-4a_s=21.20-21.72=-0.52\ \text{angstrom}.
\end{align}
Dividing by the substrate lengths gives the mismatches
\begin{equation}
f_1=\frac{0.67}{16.29}=+4.11\%,\qquad f_2=\frac{-0.52}{21.72}=-2.39\% .
\end{equation}
The film is too long in a 4:3 domain and too short in a 5:4 domain. Cancellation with both domains present needs $d_1>0$ and $d_2<0$; the opposite pair of signs would require $r>4/3$ and $r<5/4$ together, which is impossible. The condition is therefore
\begin{equation}
\frac54<r<\frac43 .
\end{equation}
Here $r=5.43/4.24=1.2807$, which lies inside this window.

\subsection*{(b) The balancing fraction}

Take $N$ domains, of which $Nx$ are 4:3. The total natural film length and the total substrate length are
\begin{align}
L_f&=N\,[4x+5(1-x)]\,a_f=N(5-x)\,a_f,\\
L_s&=N\,[3x+4(1-x)]\,a_s=N(4-x)\,a_s .
\end{align}
The average mismatch is
\begin{equation}
F(x)=\frac{L_f-L_s}{L_s}=\frac{(5-x)\,a_f}{(4-x)\,a_s}-1 .
\end{equation}
It vanishes when $5-x=r(4-x)$. Collecting the terms in $x$ gives $x(r-1)=4r-5$, and writing $4r-5=4(r-1)-1$ leads to
\begin{equation}
x=\frac{4r-5}{r-1}=4-\frac{1}{r-1}.
\label{eq:x}
\end{equation}
Multiplying numerator and denominator of the first form by $a_f$ gives a convenient form for the numbers:
\begin{equation}
x=\frac{4a_s-5a_f}{a_s-a_f}=\frac{0.52}{1.19}=0.437 .
\end{equation}
About 44 percent of the domains must be 4:3. The limits are as they should be: at $r=5/4$ the 5:4 domain fits perfectly and $x=0$; at $r=4/3$ the 4:3 domain fits perfectly and $x=1$.

The share of the silicon length covered by 4:3 domains is smaller, because these domains are shorter:
\begin{equation}
w=\frac{3x}{3x+4(1-x)}=\frac{3x}{4-x}=\frac{1.311}{3.563}=0.368 .
\end{equation}
The 44 percent is a count of domains; by length the figure is 37 percent.

The result does not depend on measuring along the cube axis. Both crystals have face-centred cubic translation lattices, so along $\langle110\rangle$ both surface repeats are shorter by the same factor $\sqrt2$, and $r$ is unchanged.

The fraction is sensitive to the inputs. Differentiating Eq.~\eqref{eq:x},
\begin{equation}
\frac{dx}{dr}=\frac{1}{(r-1)^2}=12.7 ,
\end{equation}
so a change of 0.001 in $r$ moves $x$ by 1.3 percentage points. If each lattice constant is uncertain by 0.005 angstrom through rounding, $x$ can lie anywhere from 40.3 to 47.1 percent.

\subsection*{(c) Averaging the percentages}

With number weights,
\begin{equation}
x f_1+(1-x)f_2=0.437(4.11\%)-0.563(2.39\%)=+0.45\% .
\end{equation}
This is not the average mismatch of the mixture in (b). Each mismatch is an excess per unit of substrate length, so its weight must be substrate length:
\begin{equation}
w f_1+(1-w)f_2=\frac{x\,d_1+(1-x)\,d_2}{(4-x)\,a_s}=0 .
\end{equation}
The equality follows on inserting $w=3x/(4-x)$, $1-w=4(1-x)/(4-x)$, $f_1=d_1/3a_s$ and $f_2=d_2/4a_s$. The value $+0.45\%$ does have a meaning: it is the average mismatch of a different interface, one in which 4:3 domains cover 43.7 percent of the \emph{length}. Such a film would still be too long.

\subsection*{(d) Two unstrained lattices side by side}

Let a Si cell have its first TiN mark at distance $p$ from its left edge, and write
\begin{equation}
\Delta=a_s-a_f=1.19\ \text{angstrom}.
\end{equation}
A second mark falls in the same cell if $p+a_f<a_s$, that is, if $p<\Delta$. A third cannot fit, since $2a_f>a_s$. Start from a cell with two marks, so that $0\le p<\Delta$. In the cells that follow, the first mark lies at
\begin{align}
\text{1st cell:}\quad & p+2a_f-a_s=p+3.05,\\
\text{2nd cell:}\quad & p+3a_f-2a_s=p+1.86,\\
\text{3rd cell:}\quad & p+4a_f-3a_s=p+0.67=p+d_1,
\end{align}
in angstrom. The first two values exceed $\Delta$, so those cells hold one mark each. The third cell holds two marks if $p+d_1<\Delta$. Since $\Delta-d_1=4a_s-5a_f=-d_2$, this means $p<0.52$ angstrom. Two cases result.

If $p<0.52$ angstrom, the next doubly occupied cell comes after 3 Si cells, which contain $2+1+1=4$ marks. This is a 4:3 domain, and $p\to p+d_1$.

If $p\ge0.52$ angstrom, the third cell holds one mark. The fourth has its first mark at $p+5a_f-4a_s=p+d_2$, which lies between 0 and $\Delta$, so it holds two. The 4 Si cells passed contain $2+1+1+1=5$ marks. This is a 5:4 domain, and $p\to p+d_2$.

The unstrained lattices thus divide themselves into the two domains of the problem. The proportion follows from the fact that $p$ stays between 0 and $\Delta$. After $N$ domains, a fraction $x_N$ of them 4:3, the change of $p$ is the sum of the excesses:
\begin{equation}
p_N-p_0=N\,[x_N d_1+(1-x_N)d_2]=N\,[x_N\Delta+d_2],
\end{equation}
where $d_1-d_2=a_s-a_f=\Delta$ was used. Solving for $x_N$ and recognising $-d_2/\Delta=x$,
\begin{equation}
x_N=x+\frac{p_N-p_0}{N\Delta},\qquad |x_N-x|<\frac1N .
\end{equation}
The proportion tends to the balancing fraction of (b), as it must for a film without strain.

For the given constants the pattern closes. Since $543\times4.24=424\times5.43=2302.32$, it repeats after 543 TiN cells on 424 Si cells, about 230 nm. Counting the marks gives 119 domains, 52 of them 4:3 and 67 of them 5:4, and $52/119=0.437$. So long a period reflects constants given to two decimals and should not be read as a physical length.

The order of the domains controls the accumulated misregistry, the running sum of the excesses. In the order just found it stays within a range of $1.18$ angstrom. If the same 52 domains of type 4:3 came first, it would climb to $52\times0.67=34.84$ angstrom before falling back. If each domain were drawn independently with probability $x$, every draw would take one of two values a distance $\Delta$ apart, with variance $\Delta^2x(1-x)$. After $N=119$ domains the standard deviation is
\begin{equation}
\Delta\sqrt{N x(1-x)}=1.19\sqrt{119(0.437)(0.563)}=6.44\ \text{angstrom};
\end{equation}
a simulation of such random sequences gave 6.43 angstrom. This spread of the final sum comes from chance departures of the domain count from $x$, since the final sum depends only on how many domains of each type there are. The grouped sequence shows the effect of order by itself: its count is exactly right, yet its running sum reaches 34.84 angstrom. The right fraction is therefore not sufficient for good local balance: the two domains must also be spread evenly along the interface.

\subsection*{(e) Local strain}

Suppose each domain is stretched or compressed uniformly to its own substrate length. The film strain, (substrate length $-$ natural film length)/natural film length, is then
\begin{equation}
e_1=\frac{3a_s}{4a_f}-1=-3.95\%,\qquad e_2=\frac{4a_s}{5a_f}-1=+2.45\% .
\end{equation}
Strain is measured per unit of film length, so the weight of the 4:3 domains is now their share of the film, $4x/(5-x)=0.383$. The mean strain vanishes, but
\begin{equation}
\sqrt{\langle e^2\rangle}=\sqrt{0.383(3.95\%)^2+0.617(2.45\%)^2}=3.11\% .
\end{equation}
This exceeds the 2.45 percent of 5:4 domains alone. The mean square is larger by a factor 1.61. For the strain at the interface itself, the answer to (e) is therefore no. The same factor applies to the elastic energy per TiN cell (strain along this one axis, linear response) if these domain strains persist through the whole thickness, which is the limit of a film much thinner than a domain is long. In a thicker film the alternating strain of the mixture, having zero mean, dies out with height above the interface, while the mean strain of 5:4 domains alone extends through the entire film. In isotropic linear elasticity on a rigid substrate the mixture already stores the smaller energy once the film is thicker than about one TiN cell, so the factor 1.61 must not be carried over to films of practical thickness.

What the mixture gains is shown by (d): its domain count is compatible with a film that is not strained at all. The atoms at the interface are then out of registry, at a cost in bonding energy that this geometry does not supply. A long row of 5:4 domains alone has no such option. Its number of TiN cells per Si cell fixes a mean strain of $+2.45$ percent.

\section*{Variation 1: a short repeating pattern}

\emph{A pattern repeats after seven domains. How many should be 4:3, and what mismatch remains?}

With $n$ domains of type 4:3 the excess per repeat, in angstrom, is
\begin{equation}
0.67\,n-0.52\,(7-n)=1.19\,n-3.64 .
\end{equation}
This is $-1.26$, $-0.07$ and $+1.12$ for $n=2,3,4$, and it changes steadily with $n$, so $n=3$ is best. The repeat holds $3\times4+4\times5=32$ TiN cells on $3\times3+4\times4=25$ Si cells, a silicon length of 135.75 angstrom. The remaining mismatch is $-0.07/135.75=-0.05$ percent, at a number fraction of $3/7=42.9$ percent. A period of about 14 nm thus removes nearly all of the average mismatch.

\section*{Variation 2: balance at the growth temperature}

\emph{The domains form at 900 K, with zero average mismatch there, and are frozen in on cooling to 300 K. Take mean expansion coefficients $\alpha_f=9\times10^{-6}$ per K for TiN and $\alpha_s=3.5\times10^{-6}$ per K for Si. Find the balancing fraction at growth and the film strain after cooling.}

For $\Delta T=600$ K the lattice constants grow by the factors $1+\alpha_f\Delta T=1.0054$ and $1+\alpha_s\Delta T=1.0021$. The ratio at growth is
\begin{equation}
r'=1.28066\times\frac{1.0021}{1.0054}=1.2765,
\end{equation}
and Eq.~\eqref{eq:x} gives $x=38.3$ percent. On cooling, the natural film length shrinks by the factor 1.0054 and the substrate by 1.0021. Film and substrate lengths were equal at growth, so the film strain at 300 K is
\begin{equation}
\frac{1/1.0021}{1/1.0054}-1=\frac{1.0054}{1.0021}-1=+0.33\% .
\end{equation}
It is tensile, because TiN would contract more than the silicon allows.

This variation also sets the model beside the real system. The two lattice constants are close to the room-temperature values of the materials, while the growth temperature and the expansion coefficients are rough typical values. The result in (b) assumes that the balance is struck with room-temperature lattice constants: if it is struck at growth, the fraction moves from 44 to about 38 percent, more than the rounding of the constants does. The lattice constant of TiN also depends on its composition, which changes $r$ and so shifts $x$; for small changes the slope $dx/dr$ gives the shift. The values used here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
TiN lattice constant: 4.24 angstrom
Si lattice constant: 5.43 angstrom
ratio r = a_si/a_tin: 1.28066
difference a_si - a_tin: 1.19 angstrom
4:3 film length: 16.96 angstrom
4:3 substrate length: 16.29 angstrom
5:4 film length: 21.20 angstrom
5:4 substrate length: 21.72 angstrom
4:3 length excess: +0.67 angstrom
5:4 length excess: -0.52 angstrom
4:3 mismatch: +4.11 percent
5:4 mismatch: -2.39 percent
4:3 fraction by number: 43.70 percent
4:3 share of Si length: 36.79 percent
number-weighted mean of mismatches: +0.45 percent
full pattern, TiN cells: 543
full pattern, Si cells: 424
full pattern, all domains: 119
full pattern, 4:3 domains: 52
full pattern, 5:4 domains: 67
full pattern length: 2302.32 angstrom
misregistry range, even order: 1.18 angstrom
misregistry range, grouped order: 34.84 angstrom
random order, std after full count, formula: 6.44 angstrom
random order, std after full count, simulated: 6.43 angstrom
short pattern, 4:3 and 5:4 domains: 3 and 4
short pattern, TiN and Si cells: 32 and 25
short pattern, 4:3 fraction by number: 42.86 percent
short pattern, Si length: 135.75 angstrom
short pattern, length excess: -0.07 angstrom
short pattern, mismatch: -0.052 percent
film strain in 4:3 domain: -3.95 percent
film strain in 5:4 domain: +2.45 percent
rms local strain, mixture: 3.11 percent
mean-square strain, mixture over pure 5:4: 1.61
slope dx/dr: 12.70
assumed rounding of each constant: 0.005 angstrom
4:3 fraction, lowest with rounding: 40.3 percent
4:3 fraction, highest with rounding: 47.1 percent
room temperature: 300 K
growth temperature (rough): 900 K
TiN expansion coefficient (rough): 9.0e-06 per K
Si expansion coefficient (rough): 3.5e-06 per K
4:3 fraction balancing at growth: 38.3 percent
film strain after cooling, frozen pattern: +0.33 percent
\end{verbatim}
